Why Cherenkov losses can obscure dielectric band gaps

**Q:** I measure band gaps by electron energy loss. An insulator should absorb nothing below its gap, so I look for the energy where the loss begins. At 200 keV I find intensity well below the expected gap. Must that come from defects?

**A:** No. A perfect insulator can take energy from a fast electron below its gap, because the electron can emit light into the medium. No electron of the solid has to cross the gap. Transparency forbids absorption, but it lets light exist and travel.

**Q:** A free electron in vacuum cannot emit a photon. What changes in the medium?

**A:** The momentum of the light. I use Hartree atomic units with Gaussian fields, so the electron has mass 1 and charge −1, ħ = 1, and c = 137.036. Loss energies, beam energies and rates are quoted in eV, keV and 1/(eV µm), which suit this subject. Let the medium be uniform, isotropic and non-magnetic, with real permittivity ε > 1 at frequency ω. Light in it has wavevector k = nω/c, with n = √ε.

Let the electron have total energy W = γc² and momentum p = γv, where β = v/c and γ = 1/√(1 − β²). After it emits a quantum at angle θ to its path, its energy is W − ω and its momentum is **p** − **k**. The relation between energy and momentum requires

(W − ω)² = c⁴ + c²(p² + k² − 2pk cos θ).

Before the emission W² = c⁴ + c²p². Subtracting this, and using c²k² = n²ω² and c²pk = ncpω, gives

−2Wω + ω² = n²ω² − 2ncpω cos θ.

Solve for the cosine, with W/(cp) = 1/β:

cos θ = 1/(nβ) + (n² − 1)ω/(2ncp).

The last term is the recoil. It is tiny here because ω is a few eV while cp is hundreds of keV. Without it, cos θ = 1/(nβ). A cosine cannot exceed one, so emission needs

v > c/n = c/√ε, or equally β²ε > 1.

In vacuum n = 1, and the condition would need v > c. That is why the free electron cannot radiate.

**Q:** What beam energy does this mean for a permittivity of four?

**A:** The kinetic energy is T = (γ − 1)mc². At threshold β² = 1/ε, so

T_th = mc² [1/√(1 − 1/ε) − 1].

For ε = 4 the threshold speed is c/2. The square root is √(3/4), its inverse is 1.1547, and

T_th = 0.1547 × 511.0 keV = 79.05 keV.

Solving the full conservation laws for a 1 eV photon gives the same value to the digits shown, so neglecting recoil is safe.

Your two usual beam energies lie on opposite sides:

60 keV: β = 0.4462, β²ε = 0.7965, no emission.
200 keV: β = 0.6953, β²ε = 1.934, emission at θ = 44.0° to the path.

**Q:** Being allowed is not the same as being strong. How large is the loss?

**A:** We need the field that the electron makes and the work it does against that field. Take a straight path along z at constant speed. The charge density is −δ(x)δ(y)δ(z − vt). Its Fourier components vary as exp(i**K**·**r** − iωt), with ω = K_z v. Each has charge amplitude ρ = −1 and current amplitude **j** = −**v**. Write q for the part of **K** across the path, so K² = q² + ω²/v².

For one component, Faraday's law gives **B** = (c/ω)**K** × **E**. The Ampère–Maxwell law is

i**K** × **B** = 4π**j**/c − iωε**E**/c.

Insert **B**, multiply by ω/(ic), and expand the double cross product:

**K**(**K**·**E**) − K²**E** = −4πiω**j**/c² − (εω²/c²)**E**.

Gauss's law, iε**K**·**E** = 4πρ, gives **K**·**E** = −4πiρ/ε. Collecting the terms in **E**:

(K² − εω²/c²)**E** = −4πiρ**K**/ε + 4πiω**j**/c².

Now take the z component, with ρ = −1, j_z = −v and K_z = ω/v. The right side becomes

4πiω/(vε) − 4πiωv/c² = −(4πiω/v)(β² − 1/ε).

Therefore

E_z(q,ω) = −(4πiω/v)(β² − 1/ε)/(q² + a),
a = (ω²/v²)(1 − β²ε).

The sign of a will carry the threshold.

**Q:** How does this field become a loss probability?

**A:** The force on the electron along z is −E_z, so the energy lost per unit length is S = +E_z at the electron. There z = vt and the phase factors cancel. Using dK_z = dω/v,

S = ∫ d²q/(2π)² ∫ dω/(2πv) E_z(q,ω),

with ω running over both signs. Negative frequencies contribute the complex conjugates of the positive ones, because the fields are real in time. The sum is twice the real part, taken over ω > 0. With d²q = 2πq dq and Re(−iX) = Im X,

S = ∫₀^∞ dω (1/πv) ∫ (q dq/2π) (4πω/v) Im[(β² − 1/ε)/(q² + a)].

Each loss event removes an energy ω, so S = ∫ ωP(ω) dω. The probability per unit length and per unit energy is then

P(ω) = (2/πv²) ∫₀^(q_c) q dq Im[(β² − 1/ε)/(q² + a)].

The upper limit q_c is set by your collection aperture. The integral is elementary:

P(ω) = (1/πv²) Im[(β² − 1/ε)L],
L = ln(q_c² + a) − ln a.

The branch of the logarithm matters. A passive medium has Im ε ≥ 0, so a lies on or below the real axis, and so does q² + a for every q. A transparent medium is the limit of vanishing absorption, ε + i0.

**Q:** And in that limit the gap is either empty or not?

**A:** Yes, depending on the sign of 1 − β²ε. If β²ε < 1, then a is positive, both logarithms are real, and P = 0.

If β²ε > 1, then a = −|a| − i0 and ln a = ln|a| − iπ. Suppose also that q_c² > |a|, so that the aperture accepts the resonance. Then ln(q_c² + a) is real, and Im L = +π. The factor β² − 1/ε is real and positive, so

P = (1/v²)(β² − 1/ε) = (1/c²)[1 − 1/(β²ε)].

This is the Frank–Tamm rate. Just above threshold it grows in proportion to β²ε − 1, so there is no jump. As β approaches one it tends to (1/c²)(1 − 1/ε).

For ε = 4 at 200 keV the bracket is 1 − 1/1.934 = 0.483. In laboratory units the rate is 0.0179 1/(eV µm). At constant ε, a window 5 eV wide would collect 0.01786 × 5 = 0.089 losses per electron and per µm of path. At fast-electron speeds close to c the bracket would be 0.75, which is 1.55 times the 200 keV value.

As a test, Maxwell's equations were solved numerically for all three field components at each wavevector, and the loss was integrated for small damping. Extrapolated to zero damping, this gives 0.0179 1/(eV µm) at 200 keV. At 60 keV it gives about 10⁻⁸ in the same unit. This small remainder comes from a term cubic in the damping, which the linear extrapolation does not remove; it vanishes as the damping goes to zero.

**Q:** Why do I not see this in the usual formula with Im(−1/ε)?

**A:** That formula takes c to infinity. Then β → 0 and a → ω²/v², so

P → (1/πv²) Im(−1/ε) ln(1 + q_c²v²/ω²).

For real ε this vanishes at every beam speed. The instantaneous field has no travelling light in it, so it cannot describe Cherenkov emission.

**Q:** Could I block these electrons with a smaller aperture?

**A:** An ordinary centred aperture will not do it. The loss is concentrated at the pole of the integrand, q² = −a, or

q = (ω/v)√(β²ε − 1).

This equals k sin θ, the sideways momentum carried off by the light. Divide by p = γv to get the deflection of the electron. In ordinary units,

deflection = [ħω/(γβ²mc²)] √(β²ε − 1).

At 200 keV, γ = 1.3914 and γβ²mc² = 343.7 keV. For a 4 eV loss,

deflection = (4 eV/343.7 keV) × √0.9338 = 11.2 µrad.

I take a collection semi-angle of 5 mrad, more than four hundred times larger. The light leaves at a wide angle, but the electron is barely deflected because its own momentum is so large.

**Q:** Real absorption starts at the gap. Should I not still see a step on top of the Cherenkov background?

**A:** There is a change, but it can be small. Above the gap ε is complex, and the product in P splits as

Im[(β² − 1/ε)L] = Im(−1/ε) Re L + (β² − Re 1/ε) Im L.

The first term is the interband part. It starts from zero at the gap. If β²ε > 1 at the gap edge, as it is here at 200 keV, the second continues the Cherenkov loss, with Im L moving away from π as absorption grows. The split is useful bookkeeping; a spectrum records the sum.

To see the sizes we need an ε(E) that obeys causality. I use a model insulator with round parameters and Tauc–Lorentz absorption above a gap E_g:

ε₂(E) = A(E − E_g)²/{E[(E² − E₀²)² + Γ²E²]}, for E > E_g,

and zero below. The real part follows from the Kramers–Kronig relation,

ε₁(E) = 1 + (2/π) PV∫ x ε₂(x)/(x² − E²) dx,

where PV marks the principal value. I choose E_g = 5 eV, E₀ = 14 eV and Γ = 6 eV, and fix A so that ε₁(0) = 4. The rates, in 1/(eV µm), are:

4 eV: 60 keV, 0; 200 keV, 0.0192.
5 eV: 60 keV, 0; 200 keV, 0.0201.
6 eV: 60 keV, 0.0020; 200 keV, 0.0219.
8 eV: 60 keV, 0.0152; 200 keV, 0.0272.

At 60 keV the first bulk loss marks the gap. At 200 keV the spectrum is already high at the gap edge and rises by 9 % of its edge value over the next eV.

**Q:** Then I could look for that 9 % rise.

**A:** You could, but most of it is not the interband part. At 6 eV the two parts are

0.00076 + 0.02115 = 0.02191 1/(eV µm).

The total has grown by 0.00183 since 5 eV. The interband part supplies 0.00076, and the remaining 0.00107 is growth of the Cherenkov-continuing part. That part also grows inside the gap: from 4 to 5 eV the rate rises by 0.00088, or 4.6 % of its 4 eV value, with no absorption at all. So the size of a rise does not by itself reveal an onset. Knowing ε₁(E) helps, because it lets you calculate the slope that Cherenkov loss alone would give. In this model the interband part does not equal the other part until 13.7 eV, far above the gap. This energy, the 9 % rise and its split hold for the 5 mrad aperture. Re L grows logarithmically with q_c, so a wider aperture raises the interband share and a narrower one lowers it.

The gap has not vanished from the data. It has lost its simple signature, the place where loss begins.

**Q:** So for any material with a static permittivity of four, I use 60 keV and the matter is settled?

**A:** No. The condition β²ε < 1 must hold at each energy in the gap, and ε is not constant there. In the Kramers–Kronig integral, for E below the gap, every x satisfies x > E. The factor 1/(x² − E²) is positive and grows with E, so ε₁ rises all the way to the gap edge.

At 60 keV the critical permittivity is 1/β² = 5.02. The first insulator reaches 4.53 at its edge, so its gap stays clean. Its ε₁ passes 5.02 between 6 and 7 eV, so the 60 keV spectrum also gains a Cherenkov-like contribution there. This alters the shape above the gap but leaves the onset alone.

Now keep the gap at 5 eV and the static value at 4, but move the absorption closer, with E₀ = 7.5 eV and Γ = 2 eV. The permittivity at the edge is then 6.00. It crosses the critical value at 4.08 eV, and from there to the gap edge a 60 keV electron radiates. At the edge the rate is

(1/c²)(1 − 5.022/5.998) = 0.0060 1/(eV µm).

Someone reading the first loss as the gap would report about 4.1 eV instead of 5 eV.

**Q:** What beam energy would be safe for that second insulator?

**A:** Put the largest permittivity in the gap into the threshold formula. With ε = 5.998, 1/√(1 − 1/ε) = 1.0955, so

T_th = 0.0955 × 511.0 keV ≈ 48.8 keV.

Below that, this model has no bulk Cherenkov loss anywhere in the gap. For an unknown sample many wavelengths thick, compare spectra at two or more beam energies. In-gap loss that falls as the beam energy is lowered and disappears below a threshold behaves as Cherenkov loss should. Absorption by defects has no such threshold, since Im(−1/ε) is then non-zero at any speed. The converse does not hold: in-gap loss that survives at low beam energy does not prove defects. The surfaces of a film break conservation of momentum along the path, so a defect-free film can lose energy to guided light modes and transition radiation at any speed. In a film a few tens of nanometres thick this can blur the bulk threshold almost completely.

**Q:** Does a clean result here promise a clean spectrum from my thin film?

**A:** It promises the absence of one bulk process. The calculation treats an unbounded medium with a local permittivity. It leaves out the film surfaces, the radiation made on entering and leaving, the optical modes of a thin slab, multiple scattering and the tail of the zero-loss peak. Unless the film is many wavelengths of the light thick, the bulk rate times the thickness should not be taken as a prediction. At 4 eV and ε = 4 the wavelength in the medium is about 155 nm, so usual microscope specimens do not meet this condition.

Within the bulk model, β²ε(ω) decides whether Cherenkov loss contributes to your in-gap signal. For a constant permittivity of four it is 0.80 at 60 keV and 1.93 at 200 keV, and the second beam radiates where the material cannot absorb. The remaining spectral values are in the numerical output below.

Computed values

```
electron rest energy: 510.999 keV
speed of light: 137.036 a.u.
constant permittivity: 4.0
threshold speed / c: 0.5000
threshold speed: 68.518 a.u.
threshold kinetic energy, formula: 79.052 keV
threshold, exact recoil, 1 eV photon: 79.052 keV
60 keV: gamma = 1.1174, v/c = 0.4462
60 keV: v = 61.149 a.u.
60 keV: beta^2*eps = 0.7965
60 keV: critical permittivity = 5.022
60 keV: aperture cutoff q_c = 0.3416 a.u.
200 keV: gamma = 1.3914, v/c = 0.6953
200 keV: v = 95.283 a.u.
200 keV: beta^2*eps = 1.9338
200 keV: critical permittivity = 2.068
200 keV: aperture cutoff q_c = 0.6629 a.u.
collection semi-angle: 5.0 mrad
200 keV light emission angle: 44.02 deg
200 keV deflection at 4 eV loss: 11.25 microrad
200 keV in-gap rate, Frank-Tamm: 0.01786 1/(eV um)
200 keV in-gap rate, Maxwell limit: 0.01786 1/(eV um)
60 keV in-gap rate, Maxwell limit: 1.5e-08 1/(eV um)
Insulator 1: gap 5.0, peak 14.0, width 6.0 eV
E (eV), eps1, eps2, rate 60 keV, rate 200 keV (1/(eV um))
  2.0   4.0682   0.0000   0.00000   0.01818
  4.0   4.3029   0.0000   0.00000   0.01920
  5.0   4.5255   0.0000   0.00000   0.02008
  6.0   4.8822   0.0677   0.00196   0.02191
  7.0   5.3203   0.2670   0.00796   0.02447
  8.0   5.8291   0.6229   0.01518   0.02722
 10.0   6.9888   2.1306   0.02970   0.03254
200 keV at 6 eV, interband part: 0.00076 1/(eV um)
200 keV at 6 eV, Cherenkov-continuing part: 0.02115 1/(eV um)
200 keV relative rise from 5 to 6 eV: 9.14 %
200 keV loss energy where the parts are equal: 13.66 eV
Insulator 2: gap 5.0, peak 7.5, width 2.0 eV
insulator 2 static permittivity: 4.0000
insulator 2 permittivity at gap edge: 5.9979
insulator 2: 60 keV Cherenkov loss starts at 4.080 eV
insulator 2: 60 keV rate at gap edge 0.00602 1/(eV um)
```
